# Is a weak slow bond harmless? Comment on an exclusion-process argument: a numerical check

```python
"""Slow bond in the totally asymmetric exclusion process, step start.

Result under test: one bond of rate r < 1 gives current J(r) < 1/4 if and
only if some block size n has S_n(r) > 4 n, where S_n = E[L_n] + 3/2 and
L_n is the time of the n-th jump across that bond. Other bonds have rate 1.
The theorem that such an n exists for every r < 1 is not proved by this
program; it tests the criterion's ingredients and finds explicit cases.

d_n = 4 n - E[L_n] at r = 1.
W_n = mean unit-exponential weight collected on the diagonal by the optimal
      path; it is the derivative of E[L_n] with respect to 1/r.
Time is measured in units of the inverse normal jump rate.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy.integrate import dblquad
from scipy.optimize import brentq

rng = np.random.default_rng(20240611)


def exact_mean_time(n, r):
    """First-step analysis of n particles, each stopped after n jumps."""
    remaining = {}
    full = (n,) * n
    # Lexicographically descending order: all successors come first.
    for jumps in combinations_with_replacement(range(n, -1, -1), n):
        if jumps == full:
            remaining[jumps] = 0.0
            continue
        total_rate, weighted = 0.0, 1.0
        ahead = n
        for p, k in enumerate(jumps):
            if k < ahead:
                rate = r if k == p else 1.0
                after = jumps[:p] + (k + 1,) + jumps[p + 1:]
                total_rate += rate
                weighted += rate * remaining[after]
            ahead = k
        remaining[jumps] = weighted / total_rate
    return remaining[(0,) * n]


def block_value(n, r):
    return exact_mean_time(n, r) + 1.5


def simulate(n, r, samples):
    """Last-passage times and diagonal unit weights on optimal paths."""
    time = np.zeros((samples, n + 1))
    diagonal = np.zeros((samples, n + 1))
    for s in range(2, 2 * n + 1):
        lo, hi = max(1, s - n), min(n, s - 1)
        a, b = time[:, lo - 1:hi], time[:, lo:hi + 1]
        weight = rng.standard_exponential((samples, hi - lo + 1))
        carried = np.where(a > b, diagonal[:, lo - 1:hi],
                           diagonal[:, lo:hi + 1])
        if s % 2 == 0:
            c = s // 2 - lo
            carried[:, c] += weight[:, c]
            weight[:, c] /= r
        time[:, lo:hi + 1] = weight + np.maximum(a, b)
        diagonal[:, lo:hi + 1] = carried
    return time[:, n], diagonal[:, n]


def mean_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


# Stationary increments: joint Laplace transform from the definition.
rho, a_test, b_test = 0.4, 0.7, 0.3


def integrand(y, x):
    return ((1 - rho) * rho * np.exp(-(1 - rho) * x - rho * y
            - a_test * max(x - y, 0) - b_test * max(y - x, 0)))


lower = dblquad(integrand, 0, np.inf, 0, lambda x: x)[0]
upper = dblquad(integrand, 0, np.inf, lambda x: x, np.inf)[0]
laplace_out = (lower + upper) / (1 + a_test + b_test)
laplace_in = (1 - rho) / (1 - rho + a_test) * rho / (rho + b_test)
assert abs(laplace_out - laplace_in) < 1e-6
print(f"Output joint Laplace transform: {laplace_out:.7f} (dimensionless)")
print(f"Input joint Laplace transform: {laplace_in:.7f} (dimensionless)")

# Exact finite-block thresholds and superadditivity.
thresholds = {}
for n in (1, 2, 4, 8):
    thresholds[n] = brentq(lambda r: block_value(n, r) - 4 * n,
                           0.3, 1.0, xtol=1e-8)
    print(f"Exact block n={n}: J<1/4 for r < {thresholds[n]:.5f} (rate)")
assert abs(thresholds[1] - 2 / 5) < 1e-6
assert thresholds[8] > thresholds[4] > thresholds[1]
for r in (0.3, 0.5, 0.8, 1.0):
    assert block_value(8, r) >= 2 * block_value(4, r) - 1e-9
    assert block_value(4, r) >= 2 * block_value(2, r) - 1e-9
s4, s8 = block_value(4, 0.5), block_value(8, 0.5)
print(f"S_4 at r=0.5: {s4:.5f} (time)")
print(f"S_8 at r=0.5: {s8:.5f} (time)")

# Exclusion dynamics against the last-passage recursion.
small_times, _ = simulate(8, 0.5, 30000)
small_mean, small_error = mean_error(small_times)
exact_half = exact_mean_time(8, 0.5)
assert abs(small_mean - exact_half) < 5 * small_error
print(f"E[L_8], r=0.5, exclusion chain: {exact_half:.4f} (time)")
print(f"E[L_8], r=0.5, path recursion: {small_mean:.4f}"
      f" +- {small_error:.4f} (time)")

# The slope in m=1/r, and the tangent as a lower bound.
step = 1e-4
slope = (exact_mean_time(8, 1 / (1 + step))
         - exact_mean_time(8, 1 / (1 - step))) / (2 * step)
_, small_diagonal = simulate(8, 1.0, 30000)
small_w, small_w_error = mean_error(small_diagonal)
assert abs(slope - small_w) < 5 * small_w_error
exact_one = exact_mean_time(8, 1.0)
for m in (1.25, 2.0, 3.0):
    assert exact_mean_time(8, 1 / m) > exact_one + (m - 1) * slope
print(f"Slope of E[L_8] at r=1, exact chain: {slope:.4f} (time)")
print(f"W_8 on simulated optimal paths: {small_w:.4f}"
      f" +- {small_w_error:.4f} (time)")

# First-order gain against the finite-size deficit at r=1.
sizes = (125, 1000)
deficit, gain, needed = {}, {}, {}
for n, samples in zip(sizes, (2500, 120)):
    times, weights = simulate(n, 1.0, samples)
    average, error = mean_error(times)
    gain[n], gain_error = mean_error(weights)
    deficit[n] = 4 * n - average
    needed[n] = (deficit[n] - 1.5) / gain[n]
    print(f"r=1, n={n}: E[L_n]/n = {average / n:.4f} (time)")
    print(f"r=1, n={n}: d_n = {deficit[n]:.2f} +- {error:.2f} (time)")
    print(f"r=1, n={n}: W_n = {gain[n]:.2f} +- {gain_error:.2f} (time)")
    print(f"n={n}: tangent bound needs 1/r-1 > {needed[n]:.2f}"
          f", r < {1 / (1 + needed[n]):.3f}")
    assert 3.7 < average / n < 4.0
size_log = np.log(sizes[1] / sizes[0])
deficit_power = np.log(deficit[1000] / deficit[125]) / size_log
gain_power = np.log(gain[1000] / gain[125]) / size_log
# Margins cover sampling error and the slow finite-size corrections.
assert 0.22 < deficit_power < 0.45
assert 0.20 < gain_power < 0.47
assert 0.6 < needed[1000] / needed[125] < 1.6
print(f"Effective growth exponent of d_n: {deficit_power:.3f}")
print(f"Effective growth exponent of W_n at r=1: {gain_power:.3f}")

# What a finite simulation can and cannot decide.
large_gain = {}
for r in (0.5, 0.6, 0.7, 0.8):
    times, weights = simulate(1000, r, 30)
    average, error = mean_error(times)
    large_gain[r] = weights.mean()
    value = average + 1.5
    margin = value - 4000
    if margin > 4 * error:
        verdict = "reduction seen"
    else:
        verdict = "undecided"
    print(f"r={r}, n=1000: S_n-4n = {margin:.1f} +- {error:.1f}"
          f" (time), {verdict}")
    if r == 0.5:
        assert margin > 4 * error
        bound = 1000 / value
        bound_error = 1000 * error / value**2
        print(f"r=0.5: estimated upper bound on J = {bound:.5f}"
              f" +- {bound_error:.5f} (jumps per unit time)")
        print(f"r=0.5: bound lies below 1/4 by"
              f" {100 * (1 - 4 * bound):.2f} percent")

# A slower bond draws the optimal path back to the diagonal.
_, weights = simulate(125, 0.7, 1000)
slow_gain = weights.mean()
slow_power = np.log(large_gain[0.7] / slow_gain) / size_log
assert slow_power > gain_power
print(f"r=0.7: W_125 = {slow_gain:.2f} (time)")
print(f"r=0.7: W_1000 = {large_gain[0.7]:.2f} (time)")
print(f"Effective growth exponent of W_n at r=0.7: {slow_power:.3f}")

print("finished without a failed check")
```

Output:

```
Output joint Laplace transform: 0.2637363 (dimensionless)
Input joint Laplace transform: 0.2637363 (dimensionless)
Exact block n=1: J<1/4 for r < 0.40000 (rate)
Exact block n=2: J<1/4 for r < 0.40000 (rate)
Exact block n=4: J<1/4 for r < 0.43213 (rate)
Exact block n=8: J<1/4 for r < 0.47130 (rate)
S_4 at r=0.5: 14.82801 (time)
S_8 at r=0.5: 31.18421 (time)
E[L_8], r=0.5, exclusion chain: 29.6842 (time)
E[L_8], r=0.5, path recursion: 29.7219 +- 0.0332 (time)
Slope of E[L_8] at r=1, exact chain: 5.0279 (time)
W_8 on simulated optimal paths: 5.0310 +- 0.0186 (time)
r=1, n=125: E[L_n]/n = 3.8215 (time)
r=1, n=125: d_n = 22.31 +- 0.23 (time)
r=1, n=125: W_n = 17.01 +- 0.24 (time)
n=125: tangent bound needs 1/r-1 > 1.22, r < 0.450
r=1, n=1000: E[L_n]/n = 3.9580 (time)
r=1, n=1000: d_n = 41.97 +- 2.16 (time)
r=1, n=1000: W_n = 39.09 +- 2.66 (time)
n=1000: tangent bound needs 1/r-1 > 1.04, r < 0.491
Effective growth exponent of d_n: 0.304
Effective growth exponent of W_n at r=1: 0.400
r=0.5, n=1000: S_n-4n = 207.5 +- 7.7 (time), reduction seen
r=0.5: estimated upper bound on J = 0.23767 +- 0.00043 (jumps per unit time)
r=0.5: bound lies below 1/4 by 4.93 percent
r=0.6, n=1000: S_n-4n = 62.8 +- 7.3 (time), reduction seen
r=0.7, n=1000: S_n-4n = -9.1 +- 5.1 (time), undecided
r=0.8, n=1000: S_n-4n = -28.4 +- 4.0 (time), undecided
r=0.7: W_125 = 37.84 (time)
r=0.7: W_1000 = 176.81 (time)
Effective growth exponent of W_n at r=0.7: 0.741
finished without a failed check
```
